\section*{The single-site coherent-potential equation and alloy scattering at weak disorder, part 1}

(Sections cited here and not found follow in the second part.)

\section{The averaged medium and its self-consistency condition}

A crystal has $N$ equivalent sites with periodic boundary conditions. Each site holds an atom of species B with probability $x$ or of species A with probability $1-x$, independently of all other sites. An electron of fixed spin has one orbital $|i\rangle$ per site. The two species differ in the energy of this orbital, by $\Delta=v_B-v_A$, while the hopping between sites is the same for both. Energies are counted from the mean level, so that
\begin{equation}
v_B=(1-x)\Delta,\qquad v_A=-x\Delta,\qquad \langle v\rangle=xv_B+(1-x)v_A=0 .
\end{equation}
The Hamiltonian is
\begin{equation}
H=H_0+\sum_i v_i|i\rangle\langle i|,\qquad H_0=\sum_{\mathbf k}e_{\mathbf k}|\mathbf k\rangle\langle\mathbf k| ,\qquad e_{\mathbf k}=e_{-\mathbf k}.
\end{equation}
Angle brackets denote the average over the occupation of the sites. The resolvent is $G(z)=(z-H)^{-1}$ with $\mathrm{Im}\,z>0$. The site resolvent of the ordered band is
\begin{equation}
F_0(z)=\frac1N\sum_{\mathbf k}\frac1{z-e_{\mathbf k}} .
\end{equation}

\subsection*{(a) Scattering in a uniform medium}

\textit{Show that the averaged resolvent defines a self-energy. Then place the atoms in a uniform medium with a complex site energy $\sigma$, and find an exact equation that separates the scattering by one site from the wave arriving from all others.}

\textbf{Solution.} We define $\Sigma(z)$ by
\begin{equation}
\langle G\rangle=(z-H_0-\Sigma)^{-1}.
\end{equation}
This requires $\langle G\rangle$ to have an inverse. For each configuration $H$ is Hermitian, and
\begin{equation}
\frac{G-G^\dagger}{2i}=G^\dagger\,\frac{(z^*-H)-(z-H)}{2i}\,G=-\mathrm{Im}(z)\,G^\dagger G .
\end{equation}
The right side is negative definite, and so is its average. If $\langle G\rangle\phi=0$ held for some nonzero $\phi$, then $\langle\phi|\langle G\rangle|\phi\rangle$ would vanish, although its imaginary part is negative. The inverse therefore exists. The average restores translational symmetry, so $\Sigma_{ij}$ depends on the separation of $i$ and $j$ alone.

The medium has the resolvent
\begin{equation}
\mathcal G=(z-H_0-\sigma)^{-1},\qquad F\equiv\mathcal G_{ii}=F_0(z-\sigma),
\end{equation}
with $\mathrm{Im}\,\sigma\le0$, so that $z-\sigma$ stays in the upper half-plane. Relative to this medium, site $i$ carries the potential $u_i=v_i-\sigma$. Since $G^{-1}=\mathcal G^{-1}-\sum_iu_i|i\rangle\langle i|$, multiplication by $\mathcal G$ from the left and $G$ from the right gives
\begin{equation}
G_{ab}=\mathcal G_{ab}+\sum_j\mathcal G_{aj}u_jG_{jb}.
\end{equation}
Set $a=i$ and move the term $j=i$ to the left:
\begin{equation}
(1-Fu_i)G_{ib}=\mathcal G_{ib}+\sum_{j\ne i}\mathcal G_{ij}u_jG_{jb}.
\end{equation}
Multiply by $u_i/(1-Fu_i)$ and write $T_{ib}=u_iG_{ib}$. The result is
\begin{equation}
T_{ib}=t_i\Phi_{ib},\qquad \Phi_{ib}=\mathcal G_{ib}+\sum_{j\ne i}\mathcal G_{ij}T_{jb},\qquad t_i=\frac{u_i}{1-u_iF}. \label{eq:T}
\end{equation}
Here $\Phi_{ib}$ is the wave that reaches site $i$ from the source at $b$ and from the other scatterers. The factor $t_i$ contains every immediate repetition of the scattering at that site, as the expansion $t_i=u_i+u_iFu_i+\cdots$ shows when it converges. Nothing has been approximated so far.

\subsection*{(b) Closing the equation}

\textit{Assume that the arriving wave is uncorrelated with the species of the atom it reaches. What condition makes the uniform medium reproduce the averaged resolvent?}

\textbf{Solution.} The average of (a) contains $\langle t_i\Phi_{ib}\rangle$. The wave $\Phi_{ib}$ does depend on $v_i$, because an electron may leave site $i$, scatter elsewhere and come back. The single-site approximation drops this correlation:
\begin{equation}
\langle T_{ib}\rangle=\langle t_i\Phi_{ib}\rangle\simeq\langle t\rangle\langle\Phi_{ib}\rangle .
\end{equation}
The averaged resolvent is $\langle G_{ab}\rangle=\mathcal G_{ab}+\sum_j\mathcal G_{aj}\langle T_{jb}\rangle$. It equals $\mathcal G_{ab}$ for all $a,b$ if and only if $\langle T_{jb}\rangle=0$ for all $j,b$, since the matrix $\mathcal G$ is invertible. In that case $\langle\Phi_{ib}\rangle=\mathcal G_{ib}$, and for $b=i$ this is $F$, which is not zero because its imaginary part is negative. Hence $\langle t\rangle$ must vanish. Conversely, if $\langle t\rangle=0$, the approximation gives $\langle T_{ib}\rangle=0$. The condition is
\begin{equation}
\boxed{\;x\,\frac{v_B-\sigma}{1-(v_B-\sigma)F}+(1-x)\frac{v_A-\sigma}{1-(v_A-\sigma)F}=0,\qquad F=F_0(z-\sigma).\;}
\end{equation}
This is the single-site coherent-potential equation. An atom placed in the medium scatters, but the scattering by A and B cancels on average. Within the approximation $\Sigma_{ij}=\sigma\delta_{ij}$, so the self-energy depends on energy and not on wave vector.

\subsection*{(c) Algebraic form and two limits}

\textit{Remove the fractions. Check the result for a few B atoms in a crystal of A, and for sites without hopping.}

\textbf{Solution.} Multiply by both denominators, which are shown to be nonzero in part (d):
\begin{align}
0&=xu_B(1-u_AF)+(1-x)u_A(1-u_BF)\nonumber\\
&=xu_B+(1-x)u_A-u_Au_BF .
\end{align}
The mean level is zero, so $xu_B+(1-x)u_A=-\sigma$. Therefore
\begin{align}
\sigma&=-u_Au_BF=(x\Delta+\sigma)\bigl[(1-x)\Delta-\sigma\bigr]F\nonumber\\
&=\bigl[x(1-x)\Delta^2-x\Delta\sigma+(1-x)\Delta\sigma-\sigma^2\bigr]F\nonumber\\
&=\bigl[\mu_2+(1-2x)\Delta\,\sigma-\sigma^2\bigr]F, \label{eq:quad}
\end{align}
where
\begin{equation}
\mu_2=\langle v^2\rangle=x(1-x)^2\Delta^2+(1-x)x^2\Delta^2=x(1-x)\Delta^2
\end{equation}
is the variance of the level. Although the equation looks quadratic in $\sigma$, the quantity $F$ also depends on $\sigma$, and the two must be found together.

For small $x$ at fixed $\Delta$, $\sigma$ is of order $x$. To first order the equation reads $\sigma=x\Delta^2F+\Delta\sigma F$, so $\sigma=x\Delta^2F/(1-\Delta F)$. Counted from the level of A, the self-energy is larger by the mean shift $x\Delta$:
\begin{equation}
x\Delta+\sigma=x\Delta\,\frac{(1-\Delta F)+\Delta F}{1-\Delta F}=\frac{x\Delta}{1-\Delta F}.
\end{equation}
This is $x$ times the scattering amplitude of a single B atom in an A crystal. The expansion requires that $1-\Delta F$ not be small. It fails near a bound or resonant level of the B atom.

Without hopping, $e_{\mathbf k}=0$ and $F=1/(z-\sigma)$, so $1/F+\sigma=z$. An atom inserted in the medium has the site resolvent
\begin{equation}
F+Ft_iF=\frac{F}{1-u_iF}=\frac1{1/F+\sigma-v_i}=\frac1{z-v_i}.
\end{equation}
Since $\langle t\rangle=0$, the average of the left side is $F$. Thus $F=\langle 1/(z-v)\rangle$, which is the correct result for isolated atoms. The equation is therefore exact when there is no hopping. Its accuracy for weak disorder, which part (f) requires, is examined in part (e).

\subsection*{(d) A causal way to solve it}

\textit{Construct an iteration that keeps $\mathrm{Im}\,\sigma\le0$, and decide which root is physical when the disorder is weak.}

\textbf{Solution.} An inequality is needed. For numbers $g_n$ with weights $p_n$ that sum to one, $|\sum p_ng_n|^2\le\sum p_n|g_n|^2$. Take $g_n=1/(\zeta-a_n)$ with real $a_n$ and $\mathrm{Im}\,\zeta>0$, and let $f=\sum p_ng_n$. Then $\mathrm{Im}\,g_n=-\mathrm{Im}(\zeta)|g_n|^2$, and
\begin{equation}
\mathrm{Im}\frac1f=-\frac{\mathrm{Im}f}{|f|^2}=\mathrm{Im}(\zeta)\,\frac{\sum p_n|g_n|^2}{|\sum p_ng_n|^2}\ge\mathrm{Im}\,\zeta . \label{eq:ineq}
\end{equation}
Apply this to the band, with $f=F$ and $\zeta=z-\sigma$. The quantity $w=1/F+\sigma$ obeys
\begin{equation}
\mathrm{Im}\,w\ge\mathrm{Im}(z-\sigma)+\mathrm{Im}\,\sigma=\mathrm{Im}\,z>0 .
\end{equation}
Since $1-u_iF=F(w-v_i)$ and $v_i$ is real, the denominators in part (c) cannot vanish.

Now average the site resolvent of an inserted atom,
\begin{equation}
\bar F=\Bigl\langle\frac1{w-v}\Bigr\rangle=F+F\langle t\rangle F ,
\end{equation}
and choose a new self-energy $\sigma'=w-1/\bar F$. The same inequality, applied to the two levels, gives $\mathrm{Im}(1/\bar F)\ge\mathrm{Im}\,w$, and hence $\mathrm{Im}\,\sigma'\le0$. Every iterate is causal. The change in one step is
\begin{equation}
\sigma'-\sigma=\frac1F-\frac1{F(1+\langle t\rangle F)}=\frac{\langle t\rangle}{1+\langle t\rangle F},
\end{equation}
which vanishes precisely when $\langle t\rangle=0$. This argument shows that the iteration preserves causality. It does not prove convergence, which has to be checked in each calculation.

For $\Delta=0$ the algebraic equation becomes $\sigma=-\sigma^2F$, with roots $\sigma=0$ and $\sigma=-1/F$. The second root would give $w=0$, in conflict with $\mathrm{Im}\,w>0$. The physical solution at weak disorder is therefore the one that goes to zero with $\Delta$.

\subsection*{(e) What the approximation leaves out}

\textit{Find the lowest power of $\Delta$ at which correlated returns enter the self-energy, first between different sites and then on one site.}

\textbf{Solution.} Iterating the exact equation of part (a) gives $\langle G\rangle=\mathcal G+\mathcal GM\mathcal G$. The matrix $M$ is an average of products such as
\begin{equation}
t_i\mathcal G_{ij}t_j\mathcal G_{jl}t_l\cdots ,
\end{equation}
in which neighbouring factors $t$ belong to different sites. Let $\sigma$ satisfy $\langle t\rangle=0$. A product can then survive the average only if each site in it occurs at least twice. The shortest such sequence is $i,j,i,j$, and it gives
\begin{equation}
M_{ij}=\langle t^2\rangle^2\mathcal G_{ij}\mathcal G_{ji}\mathcal G_{ij}+\cdots,\qquad i\ne j .
\end{equation}
From $\langle G\rangle^{-1}=\mathcal G^{-1}-(\Sigma-\sigma)$ we have $\Sigma-\sigma=M-M\mathcal GM+\cdots$. Since $M$ is of order $\Delta^4$, its square matters first at order $\Delta^8$. To lowest order $\langle t^2\rangle=\mu_2$, and $\mathcal G$ may be replaced by the resolvent $G^0$ of the ordered band. With $G^0_{ij}=G^0_{ji}$,
\begin{equation}
\Sigma_{ij}=\mu_2^2\,(G^0_{ij})^3+O(\Delta^5),\qquad i\ne j. \label{eq:nonlocal}
\end{equation}
A term of $\Sigma_{ii}$ must begin and end on the same site. The shortest allowed sequence is $i,j,i,j,i$. Its weight is $\mu_3\mu_2$ at lowest order, where $\mu_3=\langle v^3\rangle=x(1-x)(1-2x)\Delta^3$. The local self-energy is thus correct through order $\Delta^4$, at fixed $z$ off the real axis.

Both orders were tested on a ring of eight sites with nearest-neighbour hopping $-1$, $x=0.3$ and $z=0.3+1.0i$, by averaging over all $2^8$ configurations. Halving $\Delta$ from $0.08$ to $0.04$ reduced the local error with an effective power of $5.01$. For $\Delta=0.01$, the nearest-neighbour self-energy divided by $\mu_2^2(G^0_{ij})^3$ had the real part $1.0006$.

Strong disorder needs a different test. Take for $H_0$ a large real symmetric random matrix whose elements are of order $N^{-1/2}$. The resolvent between different sites is then also of order $N^{-1/2}$, and the leading local correction contains $\sum_j(G^0_{ij})^4\sim N\cdot N^{-2}=1/N$. Correlated returns should become unimportant. With $N=1500$, band half-width $W=2$, $x=0.3$ and $\Delta=3$, the site-averaged resolvent was compared at five energies from $-2$ to $2$, with $\mathrm{Im}\,z=0.2$. The band function was $F_0=2/(z+\sqrt{z^2-W^2})$, with the sign of the root chosen so that $\mathrm{Im}\,F_0<0$. The largest absolute error of the coherent-potential result was $0.003$. With the second-order self-energy $\mu_2F_0(z)$ in its place, it was $0.36$.

\section{Weak disorder and the scattering rate}

The symbols carried over are these. The level difference is $\Delta$, the fraction of B is $x$, the mean level is zero and $\mu_2=x(1-x)\Delta^2$. The ordered band $e_{\mathbf k}$ has the site resolvent $F_0(z)$. The coherent-potential self-energy $\sigma$ obeys
\begin{equation}
\sigma=[\mu_2+(1-2x)\Delta\,\sigma-\sigma^2]F,\qquad F=F_0(z-\sigma),
\end{equation}
with the root that vanishes as $\Delta\to0$. The leading term it omits is $\Sigma_{ij}=\mu_2^2(G^0_{ij})^3$ between different sites.

\subsection*{(f) The rate from the self-energy}

\textit{Expand $\sigma$ for small $\Delta$ at a fixed band energy $\varepsilon$ inside the band. Relate its imaginary part to the decay of a band state.}

\textbf{Solution.} The first term shows that $\sigma=\mu_2F+O(\Delta^3)$. Inserting this in the second term gives
\begin{equation}
\sigma=\mu_2F+(1-2x)\Delta\,\mu_2F^2+O(\Delta^4). \label{eq:expand}
\end{equation}
At real total energy $E$ the averaged resolvent of a band state is $1/(E-e_{\mathbf k}-\sigma(E))$. Its pole lies near $E_{\mathbf k}=e_{\mathbf k}+\mathrm{Re}\,\sigma(E_{\mathbf k})$. Expanding the denominator about this energy,
\begin{equation}
\langle G_{\mathbf k}\rangle\simeq\frac{Z}{E-E_{\mathbf k}+iZ|\mathrm{Im}\,\sigma|},\qquad Z=\Bigl(1-\frac{d\,\mathrm{Re}\,\sigma}{dE}\Bigr)^{-1}.
\end{equation}
In time this pole gives an amplitude proportional to $e^{-iE_{\mathbf k}t/\hbar}e^{-Z|\mathrm{Im}\sigma|t/\hbar}$. Its square decays at the rate $2Z|\mathrm{Im}\,\sigma|/\hbar$. Inside the band, where $F_0$ is smooth, $Z=1+O(\Delta^2)$, and we define
\begin{equation}
\frac1\tau=-\frac{2}{\hbar}\,\mathrm{Im}\,\sigma .
\end{equation}
At the pole the argument of $F_0$ is $E-\sigma=\varepsilon+i\eta$, with $\varepsilon=e_{\mathbf k}$ and $\eta=-\mathrm{Im}\,\sigma$. For an infinite crystal, as $\eta\to0$,
\begin{equation}
\mathrm{Im}F_0(\varepsilon+i\eta)=-\frac1N\sum_{\mathbf k'}\frac{\eta}{(\varepsilon-e_{\mathbf k'})^2+\eta^2}\to-\pi\rho(\varepsilon),
\end{equation}
where $\rho(\varepsilon)=N^{-1}\sum_{\mathbf k'}\delta(\varepsilon-e_{\mathbf k'})$ counts states per site and spin. The leading term is therefore
\begin{equation}
\boxed{\;\frac1\tau\to\frac{2\pi}{\hbar}\,x(1-x)\Delta^2\rho(\varepsilon).\;}
\end{equation}

The decay was tested on the random hopping matrix of part (e), now with $\Delta=0.4$ and $\hbar=1$. At the band centre $\rho=2/(\pi W)$, and the formula gives $0.0672$. The averaged amplitude of the states within $0.4$ of the centre, followed from $0.5$ to $1.5$ Born lifetimes, gave $0.0691$. The difference is 3\% for this one finite sample.

This part has derived the coherent-potential equation for the self-energy, identified the leading terms it omits, and obtained from it the scattering rate at weak disorder. It remains to compare this rate with the golden rule, to find the mobility and the corrections, and to evaluate them for an InGaAs alloy.
